**Weak-localization estimate of the two-dimensional crossover length**

The program tests $\xi=l\exp(\pi k_Fl/2)$, where $k_F$ is the Fermi wave number, $l$ the elastic mean free path and $\xi$ the length at which the extrapolated leading correction cancels the Drude conductivity. It asserts the Drude value, the pair-scattering function, its small-wave-vector pole and the velocity weight by integrating Green functions on a parabolic band at $k_Fl=200$. An explicit sum over diffusion modes supplies the logarithm, and the resulting exponent is 0.9923 times the formula's value. Random spin rotations give an interference factor of −0.501, against −1/2 expected. Further assertions cover the return-time cutoff, the noise-dephasing rate, the subband spacing and the conductivity crossing in SI units. For $k_Fl=5$ and $l=1$ nm the output gives $\xi=2.58$ µm. For the rough indium-oxide channel it gives 8.78 µm, but a noise-limited phase length of only 11.7 nm at 300 K. The program does not simulate strong localization, so it tests the leading-order estimate and not the decay length of a localized state.

## Program and output

```python
"""
Result under test: in two dimensions, equating the weak-localization correction
to the Drude conductivity gives xi = l * exp(pi*kF*l/2).
kF: Fermi wave number; l: elastic mean free path; xi: crossover length.
Assumptions: one valley, two spins, isotropic weak disorder, no magnetic field,
no spin-orbit scattering, no interactions, and full phase coherence.
The microscopic test uses hbar = e = mass = kF = 1, so l = tau (lifetime).
The device example uses SI units internally and prints engineering units.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

# Microscopic test on a parabolic band with Fermi energy 1/2.
tau = 200.0
half_width = 1.0 / (2.0 * tau)
step = 0.0005
energy = (np.arange(6000) + 0.5) * step
offset = energy - 0.5
lorentz = 1.0 / (offset**2 + half_width**2)

# Kubo bubble: angular average of vx^2 equals the kinetic energy here.
drude_numeric = (2 / np.pi) * np.sum(
    energy * (half_width * lorentz)**2) * step / (2 * np.pi)
assert abs(drude_numeric / (tau / (2 * np.pi)) - 1) < 0.005

angles = 2 * np.pi * (np.arange(64) + 0.5) / 64


def pair_bubble(q):
    """Disorder strength times the retarded-advanced pair integral."""
    shift = 0.5 * q * np.sqrt(2 * energy)[:, None] * np.cos(angles)[None, :]
    center = (offset + q**2 / 8)[:, None]
    retarded = 1 / (-(center + shift) + 1j * half_width)
    advanced = 1 / (-(center - shift) - 1j * half_width)
    integral = np.sum(np.mean(retarded * advanced, axis=1)) * step / (2 * np.pi)
    return float(np.real(integral)) / tau


for ql in (0.5, 1.0, 2.0):
    # Finite-band corrections are of order 1/(kF*l) = 0.005.
    assert abs(pair_bubble(ql / tau) - 1 / np.sqrt(1 + ql**2)) < 0.005

small_q = 0.1 / tau
pole = (pair_bubble(0.0) - pair_bubble(small_q)) / small_q**2
assert abs(pole / (tau**2 / 2) - 1) < 0.02

velocity_weight = -np.sum(energy * lorentz**2) * step / (2 * np.pi)
assert abs(velocity_weight / (-tau**3) - 1) < 0.01

# Sum discrete diffusion modes up to a fixed wave-number cutoff for two sizes.
integers = np.arange(-500, 501)
radius2 = integers[:, None]**2 + integers[None, :]**2


def mode_sum(radius):
    chosen = radius2[(radius2 > 0) & (radius2 <= radius**2)]
    return np.sum(1.0 / chosen) / (4 * np.pi**2)


log_slope = (mode_sum(500) - mode_sum(50)) / np.log(10)
assert abs(log_slope * 2 * np.pi - 1) < 0.01
wl_coefficient = -velocity_weight / (np.pi * tau * pole) * log_slope
assert abs(wl_coefficient * np.pi**2 - 1) < 0.03
exponent_numeric = drude_numeric / wl_coefficient
exponent_ratio = exponent_numeric / (np.pi * tau / 2)
assert abs(exponent_ratio - 1) < 0.03

# Random spin rotations: interference of a loop with its time reverse.
rng = np.random.default_rng(12)
quaternion = rng.normal(size=(40000, 4))
quaternion /= np.linalg.norm(quaternion, axis=1)[:, None]
a, b, c, d = quaternion.T
rotations = np.empty((len(a), 2, 2), dtype=complex)
rotations[:, 0, 0] = a + 1j * d
rotations[:, 0, 1] = c + 1j * b
rotations[:, 1, 0] = -c + 1j * b
rotations[:, 1, 1] = a - 1j * d
spin_factor = float(np.mean(np.trace(
    rotations @ rotations, axis1=1, axis2=2).real) / 2)
assert abs(spin_factor + 0.5) < 0.02

# Numerical values stated in the topic.
topic_kfl = 5.0
topic_l = 1e-9
topic_xi = topic_l * np.exp(np.pi * topic_kfl / 2)
topic_density = (topic_kfl / topic_l)**2 / (2 * np.pi)

# The return-time integral begins at tau and ends at L^2/D.
topic_xi_time = topic_xi / np.sqrt(2)
log_time_ratio = np.log(2 * (topic_xi_time / topic_l)**2)
return_correction = quad(lambda log_t: 1 / (2 * np.pi**2),
                         0, log_time_ratio)[0]
assert abs(return_correction / (topic_kfl / (2 * np.pi)) - 1) < 1e-9

# Rough inputs in the regime of an ultrathin indium-oxide channel.
hbar, charge, kb = const.hbar, const.e, const.k
density = 3e13 * 1e4
mobility = 40e-4
mass_ratio = 0.2
mass = mass_ratio * const.m_e
thickness = 1.5e-9
eps_channel = 9.0
eps_gate = 17.0
trial_so_length = 100e-9

kf = np.sqrt(2 * np.pi * density)
speed = hbar * kf / mass
lifetime = mobility * mass / charge
mfp = speed * lifetime
kfl = kf * mfp
assert abs(kfl / (density * mobility * const.h / charge) - 1) < 1e-10
diffusion = speed**2 * lifetime / 2
fermi_energy = (hbar * kf)**2 / (2 * mass)
sheet_sigma = density * charge * mobility
sigma_log = charge**2 / (np.pi**2 * hbar)
xi = mfp * np.exp(np.pi * kfl / 2)
# Find the crossing from the SI conductivities, not from the length formula.
log_crossing = brentq(lambda y: sheet_sigma - sigma_log * y, 0, 100)
assert abs(log_crossing / np.log(xi / mfp) - 1) < 1e-9


def xi_for_mobility(value):
    path = hbar * kf * value / charge
    return path * np.exp(np.pi * kf * path / 2)


# Self-consistent dephasing by classical voltage noise.
dephasing_x = brentq(lambda x: x * np.log(x) - kfl, 1.0001, 100)


def phase_length(temperature):
    return np.sqrt(diffusion * dephasing_x * hbar / (kb * temperature))


def noise_rate(temperature):
    q_low = 1 / phase_length(temperature)
    q_high = np.sqrt(kb * temperature / (hbar * diffusion))
    area = quad(lambda u: 1 / (2 * np.pi), np.log(q_low), np.log(q_high))[0]
    return 2 * charge**2 * kb * temperature * area / (hbar**2 * sheet_sigma)


for temperature in (4.0, 300.0):
    rate = diffusion / phase_length(temperature)**2
    assert abs(noise_rate(temperature) / rate - 1) < 1e-8


def lost_fraction(length):
    return sigma_log * np.log(length / mfp) / sheet_sigma


temperature_xi = diffusion * dephasing_x * hbar / (kb * xi**2)
field_xi = hbar / (2 * charge * xi**2)
# Hard-wall film levels by finite differences test the subband spacing.
points = 250
dz = thickness / (points + 1)
hamiltonian = (np.diag(np.full(points, 2.0))
               - np.diag(np.ones(points - 1), 1)
               - np.diag(np.ones(points - 1), -1))
levels = np.linalg.eigvalsh(hamiltonian) * hbar**2 / (2 * mass * dz**2)
subband_gap = 3 * (np.pi * hbar / thickness)**2 / (2 * mass)
assert abs((levels[1] - levels[0]) / subband_gap - 1) < 0.001
coulomb = charge**2 * np.sqrt(np.pi * density) / (
    4 * np.pi * const.epsilon_0 * eps_channel)
gate_field = charge * density / (const.epsilon_0 * eps_gate)
topic_gate_field = charge * topic_density / (const.epsilon_0 * eps_gate)
topic_fermi = (hbar * topic_kfl / topic_l)**2 / (2 * mass)
low_density = 1e13 * 1e4
low_mobility = 15e-4
low_kfl = low_density * low_mobility * const.h / charge

print(f"Microscopic test kF*l: {tau:.0f}")
print(f"Numerical/formula exponent ratio: {exponent_ratio:.4f}")
print(f"Random-spin interference factor: {spin_factor:.3f}")
print(f"Topic kF*l: {topic_kfl:.1f}")
print(f"Topic mean free path: {topic_l*1e9:.1f} nm")
print(f"Topic exponent: {np.pi*topic_kfl/2:.3f}")
print(f"Topic xi: {topic_xi*1e9:.0f} nm = {topic_xi*1e6:.2f} um")
print(f"Topic xi, return-time cutoff: {topic_xi_time*1e9:.0f} nm")
print(f"Topic sheet density: {topic_density/1e4:.2e} cm^-2")
print(f"Topic Fermi energy at example mass: {topic_fermi/charge:.2f} eV")
print(f"Topic density gate field: {topic_gate_field/1e8:.1f} MV/cm")
print(f"Example sheet density: {density/1e4:.1e} cm^-2")
print(f"Example mobility: {mobility*1e4:.0f} cm2/Vs")
print(f"Example mass: {mass_ratio:.2f} electron masses")
print(f"Example thickness: {thickness*1e9:.1f} nm")
print(f"Channel relative permittivity: {eps_channel:.0f}")
print(f"Gate-oxide relative permittivity: {eps_gate:.0f}")
print(f"Example kF: {kf/1e9:.3f} nm^-1")
print(f"Example mean free path: {mfp*1e9:.2f} nm")
print(f"Example kF*l: {kfl:.3f}")
print(f"Example elastic lifetime: {lifetime*1e15:.2f} fs")
print(f"Example diffusion constant: {diffusion*1e4:.2f} cm2/s")
print(f"Example sheet conductivity: {sheet_sigma*1e6:.1f} uS")
print(f"Coefficient of ln(L/l): {sigma_log*1e6:.2f} uS")
print(f"Example exponent: {np.pi*kfl/2:.3f}")
print(f"Example xi: {xi*1e9:.0f} nm = {xi*1e6:.2f} um")
print(f"xi at mobility 30 cm2/Vs: {xi_for_mobility(30e-4)*1e9:.0f} nm")
print(f"xi at mobility 50 cm2/Vs: {xi_for_mobility(50e-4)*1e9:.0f} nm")
print(f"Low-density channel density: {low_density/1e4:.1e} cm^-2")
print(f"Low-density channel mobility: {low_mobility*1e4:.0f} cm2/Vs")
print(f"Low-density channel kF*l: {low_kfl:.3f}")
print(f"Dephasing number kB*T*tau_phi/hbar: {dephasing_x:.3f}")
for temperature in (4.0, 300.0):
    length = phase_length(temperature)
    print(f"Noise dephasing length at {temperature:.0f} K: {length*1e9:.1f} nm")
    print(f"Lost Drude fraction at {temperature:.0f} K: "
          f"{lost_fraction(length):.3f}")
print(f"Temperature where L_phi = xi: {temperature_xi:.2e} K")
print(f"Field disrupting interference at xi: {field_xi*1e6:.2f} uT")
print(f"Fermi energy: {fermi_energy/charge:.3f} eV")
print(f"kB*T/Fermi energy at 300 K: {kb*300/fermi_energy:.3f}")
print(f"Hard-wall subband spacing: {subband_gap/charge:.2f} eV")
print(f"Coulomb/Fermi energy ratio: {coulomb/fermi_energy:.3f}")
print(f"Gate field for example density: {gate_field/1e8:.2f} MV/cm")
print(f"Trial spin-orbit length: {trial_so_length*1e9:.0f} nm")
print(f"Drude fraction left there: {1-lost_fraction(trial_so_length):.3f}")
print("tests ok")
```

Running it gives:

```
Microscopic test kF*l: 200
Numerical/formula exponent ratio: 0.9923
Random-spin interference factor: -0.501
Topic kF*l: 5.0
Topic mean free path: 1.0 nm
Topic exponent: 7.854
Topic xi: 2576 nm = 2.58 um
Topic xi, return-time cutoff: 1821 nm
Topic sheet density: 3.98e+14 cm^-2
Topic Fermi energy at example mass: 4.76 eV
Topic density gate field: 42.4 MV/cm
Example sheet density: 3.0e+13 cm^-2
Example mobility: 40 cm2/Vs
Example mass: 0.20 electron masses
Example thickness: 1.5 nm
Channel relative permittivity: 9
Gate-oxide relative permittivity: 17
Example kF: 1.373 nm^-1
Example mean free path: 3.61 nm
Example kF*l: 4.963
Example elastic lifetime: 4.55 fs
Example diffusion constant: 14.36 cm2/s
Example sheet conductivity: 192.3 uS
Coefficient of ln(L/l): 24.66 uS
Example exponent: 7.796
Example xi: 8783 nm = 8.78 um
xi at mobility 30 cm2/Vs: 938 nm
xi at mobility 50 cm2/Vs: 77080 nm
Low-density channel density: 1.0e+13 cm^-2
Low-density channel mobility: 15 cm2/Vs
Low-density channel kF*l: 0.620
Dephasing number kB*T*tau_phi/hbar: 3.753
Noise dephasing length at 4 K: 101.5 nm
Lost Drude fraction at 4 K: 0.428
Noise dephasing length at 300 K: 11.7 nm
Lost Drude fraction at 300 K: 0.151
Temperature where L_phi = xi: 5.34e-04 K
Field disrupting interference at xi: 4.27 uT
Fermi energy: 0.359 eV
kB*T/Fermi energy at 300 K: 0.072
Hard-wall subband spacing: 2.51 eV
Coulomb/Fermi energy ratio: 0.433
Gate field for example density: 3.19 MV/cm
Trial spin-orbit length: 100 nm
Drude fraction left there: 0.574
tests ok
```
